# Finite-temperature single-mode multiphonon capture and emission: two derivations and detailed balance: a numerical check

```python
"""Finite-temperature single-mode multiphonon capture and emission at a trap.

Result under test (Hartree atomic units):
  L_p = exp(-S(2n+1)) ((n+1)/n)**(p/2) I_|p|(2 S sqrt(n(n+1)))
  capture  = sum_p Gamma f(E_p) L_p
  emission = sum_p Gamma (1-f(E_p)) L_(-p),   E_p = E_t + p*omega
  capture/emission = exp(-(E_t-mu)/kT)
S: Huang-Rhys factor, n: Bose occupation, p: phonons emitted on capture,
Gamma: 2 pi |V|^2 times band density of states, f: Fermi function,
mu: chemical potential, E_t: relaxed trap level, taken as energy zero.
"""
import numpy as np
from scipy import constants
from scipy.special import ive, expit, gammaln

K_B = constants.physical_constants["kelvin-hartree relationship"][0]
AU_TIME = constants.physical_constants["atomic unit of time"][0]
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def bessel_weight(p, S, omega, kT):
    """L_p with the exponentially scaled Bessel function, free of overflow."""
    x = omega / (2 * kT)
    z = S / np.sinh(x)          # equals 2 S sqrt(n(n+1))
    return np.exp(p * x - S * np.tanh(x / 2)) * ive(abs(p), z)


def displaced_oscillator(S, size):
    """Levels (unit omega) and eigenvectors of the filled-trap oscillator,
    in the number basis of the empty-trap oscillator."""
    number = np.arange(size)
    off = np.sqrt(S * number[1:])
    h = np.diag(number + S) + np.diag(off, 1) + np.diag(off, -1)
    return np.linalg.eigh(h)


def overlap_weight(p, vectors, omega, kT, start):
    """Thermal sum of squared overlaps with (filled - empty) quanta = p.
    start = 'empty' for capture, 'filled' for emission."""
    empty = np.arange(max(0, -p), 90)
    filled = empty + p
    initial = empty if start == "empty" else filled
    b = omega / kT
    population = -np.expm1(-b) * np.exp(-b * initial)
    return np.sum(population * vectors[empty, filled] ** 2)


# Model parameters (energies in hartree)
omega, S, T = 0.002, 10.0, 300.0
band_bottom, band_top, gamma, mu = 0.033, 0.081, 1e-6, 0.002
kT = K_B * T
n_bose = 1 / np.expm1(omega / kT)
reorg = S * omega
p_all = np.arange(-100, 101)
channels = [int(p) for p in p_all if band_bottom <= p * omega <= band_top]
p0 = channels[0]
levels, vectors = displaced_oscillator(S, 260)


def formula_rates(T_carrier, T_phonon, mu_value):
    kc, kp = K_B * T_carrier, K_B * T_phonon
    cap = sum(gamma * expit(-(p * omega - mu_value) / kc)
              * bessel_weight(p, S, omega, kp) for p in channels)
    emi = sum(gamma * expit((p * omega - mu_value) / kc)
              * bessel_weight(-p, S, omega, kp) for p in channels)
    return cap, emi


def overlap_rates(T_carrier, T_phonon, mu_value):
    kc, kp = K_B * T_carrier, K_B * T_phonon
    cap = emi = 0.0
    for p in channels:
        f = expit(-(p * omega - mu_value) / kc)
        hole = expit((p * omega - mu_value) / kc)
        cap += gamma * f * overlap_weight(p, vectors, omega, kp, "empty")
        emi += gamma * hole * overlap_weight(p, vectors, omega, kp, "filled")
    return cap, emi


# Thermal correlation function: explicit trace against the closed form
trace_error = 0.0
num = np.arange(90)
pop = -np.expm1(-omega / kT) * np.exp(-num * omega / kT)
for phase in (0.3, 0.7, 2.0, 4.5):
    diagonal = (vectors[:90] ** 2) @ np.exp(-1j * levels * phase)
    trace = np.sum(pop * np.exp(1j * num * phase) * diagonal)
    closed = np.exp(-S * (2 * n_bose + 1 - (n_bose + 1) * np.exp(-1j * phase)
                          - n_bose * np.exp(1j * phase)))
    trace_error = max(trace_error, abs(trace - closed))
assert trace_error < 1e-10

# Bessel weights against thermal overlap sums, both directions
weight_error = 0.0
for temperature in (300.0, 400.0):
    kt = K_B * temperature
    for p in (-5, -1, 0, 1, 4, 10, 17, 25):
        capture_sum = overlap_weight(p, vectors, omega, kt, "empty")
        emission_sum = overlap_weight(p, vectors, omega, kt, "filled")
        for direct, closed in ((capture_sum, bessel_weight(p, S, omega, kt)),
                               (emission_sum, bessel_weight(-p, S, omega, kt))):
            weight_error = max(weight_error, abs(direct / closed - 1))
assert weight_error < 1e-7

# Norm, mean and variance of the phonon number
weights = np.array([bessel_weight(int(p), S, omega, kT) for p in p_all])
norm = weights.sum()
mean_p = np.sum(p_all * weights)
var_p = np.sum((p_all - mean_p) ** 2 * weights)
assert abs(norm - 1) < 1e-10 and abs(mean_p - S) < 1e-8
assert abs(var_p - S * (2 * n_bose + 1)) < 1e-7

# Cold limit (Poisson) and hot limit (Gaussian)
poisson = np.exp(-S + p0 * np.log(S) - gammaln(p0 + 1))
assert abs(bessel_weight(p0, S, omega, K_B * 15) / poisson - 1) < 1e-8


def gaussian_weight(p, S_value, w, kt):
    lam = S_value * w
    return (w / np.sqrt(4 * np.pi * lam * kt)
            * np.exp(-(p * w - lam) ** 2 / (4 * lam * kt)))


for p in (20, 50, 95):
    assert abs(bessel_weight(p, 50.0, 1.0, 20.0)
               / gaussian_weight(p, 50.0, 1.0, 20.0) - 1) < 3e-3

# Golden rule against exact propagation: trap + mode + discretized band.
# Units omega = 1; the band allows only emission with 1 or 2 phonons released.
S_test, kT_test, gamma_test = 1.0, 0.5, 0.004
n_ph, n_band = 12, 120
_, small_vectors = displaced_oscillator(S_test, 80)
fc = small_vectors[:n_ph, :n_ph]
spacing = 2.0 / n_band
band = -2.5 + spacing * (np.arange(n_band) + 0.5)
coupling = np.sqrt(gamma_test * spacing / (2 * np.pi))
dim = n_ph * (n_band + 1)
ham = np.zeros((dim, dim))
ham[np.arange(n_ph), np.arange(n_ph)] = np.arange(n_ph)
for n in range(n_ph):
    rows = n_ph + n * n_band + np.arange(n_band)
    ham[rows, rows] = band + n
    ham[rows, :n_ph] = coupling * fc[n]
    ham[:n_ph, rows] = coupling * fc[n][:, None]
energy, states = np.linalg.eigh(ham)
trap_part = states[:n_ph]
t_early, t_late = 40.0, 240.0
survival = []
for t in (t_early, t_late):
    amplitude = (trap_part * np.exp(-1j * energy * t)) @ trap_part.T
    survival.append(np.sum(abs(amplitude[:, :6]) ** 2, axis=0))
decay = np.log(survival[0] / survival[1]) / (t_late - t_early)
start_pop = -np.expm1(-1 / kT_test) * np.exp(-np.arange(6) / kT_test)
propagated = np.sum(start_pop * decay)
golden = gamma_test * sum(bessel_weight(p, S_test, 1.0, kT_test) for p in (1, 2))
assert abs(propagated / golden - 1) < 0.02

# Rates and detailed balance, with the chemical potential below and in the band
for mu_value in (mu, 0.040):
    direct = overlap_rates(T, T, mu_value)
    closed = formula_rates(T, T, mu_value)
    assert np.allclose(direct, closed, rtol=1e-7, atol=0)
    assert abs(direct[0] / direct[1] / np.exp(mu_value / kT) - 1) < 1e-7
capture, emission = formula_rates(T, T, mu)
direct_capture, direct_emission = overlap_rates(T, T, mu)
occupation = direct_capture / (direct_capture + direct_emission)
assert abs(occupation - expit(mu / kT)) < 1e-8

# Phonons hotter than carriers must break the balance and empty the trap
hot_capture, hot_emission = overlap_rates(T, 400.0, mu)
hot_occupation = hot_capture / (hot_capture + hot_emission)
balance_factor = (hot_capture / hot_emission) / np.exp(mu / kT)
assert balance_factor < 1e-2 and hot_occupation < 0.1 * occupation

# Apparent activation energy of emission between 300 K and 400 K
emission_400 = overlap_rates(400.0, 400.0, mu)[1]
activation = (np.log(emission_400 / direct_emission)
              / (1 / kT - 1 / (K_B * 400.0)))
barrier = (p0 * omega - reorg) ** 2 / (4 * reorg)
assert p0 * omega < activation < p0 * omega + barrier

L_up = bessel_weight(p0, S, omega, kT)
L_down = bessel_weight(-p0, S, omega, kT)
first_share = gamma * expit((p0 * omega - mu) / kT) * L_down / emission
z_arg = 2 * S * np.sqrt(n_bose * (n_bose + 1))

print(f"phonon energy omega = {omega:.4f} hartree = {omega*HARTREE_EV:.5f} eV")
print(f"Huang-Rhys factor S = {S:.1f} (dimensionless)")
print(f"relaxation energy S*omega = {reorg:.4f} hartree")
print(f"temperature = {T:.0f} K, kT = {kT:.6e} hartree")
print(f"omega/kT = {omega/kT:.5f} (dimensionless)")
print(f"Bose occupation n = {n_bose:.6f} (dimensionless)")
print(f"Bessel argument z = {z_arg:.5f} (dimensionless)")
print(f"band bottom above E_t = {band_bottom:.4f} hartree")
print(f"band top above E_t = {band_top:.4f} hartree")
print(f"band coupling Gamma = {gamma:.2e} hartree")
print(f"chemical potential above E_t = {mu:.4f} hartree")
print(f"open channels: p = {channels[0]} to {channels[-1]} phonons")
print(f"sum of weights = {norm:.10f} (dimensionless)")
print(f"mean phonon number = {mean_p:.6f}, variance = {var_p:.6f}")
for p in (p0, p0 + 1, p0 + 2):
    print(f"weight L_{p} at 300 K = {bessel_weight(p, S, omega, kT):.6e}")
print(f"weight L_-{p0} at 300 K = {L_down:.6e} (dimensionless)")
print(f"ratio L_-{p0}/L_{p0} = {L_down/L_up:.6e} (dimensionless)")
print(f"Poisson weight at T=0, p={p0}: {poisson:.6e} (dimensionless)")
gauss_300 = gaussian_weight(p0, S, omega, kT)
print(f"Gaussian weight at 300 K, p={p0}: {gauss_300:.6e} (dimensionless)")
print(f"capture rate = {capture:.5e} a.u. = {capture/AU_TIME:.5e} 1/s")
print(f"emission rate = {emission:.5e} a.u. = {emission/AU_TIME:.5e} 1/s")
print(f"emission time = {AU_TIME/emission:.4e} s")
print(f"share of p={p0} in emission = {first_share:.5f} (dimensionless)")
print(f"capture/emission from overlaps = {direct_capture/direct_emission:.7f}")
print(f"exp(-(E_t-mu)/kT) = {np.exp(mu/kT):.7f} (dimensionless)")
print(f"steady occupation = {occupation:.6f} (dimensionless)")
print(f"Fermi function at vertical level = {expit((mu-reorg)/kT):.4e}")
print(f"emission rate at 400 K = {emission_400/AU_TIME:.5e} 1/s")
print(f"apparent activation energy = {activation:.6f} hartree")
print(f"apparent activation energy = {activation*HARTREE_EV:.5f} eV")
print(f"threshold phonon energy {p0}*omega = {p0*omega:.6f} hartree")
print(f"classical capture barrier = {barrier:.6f} hartree")
print(f"400 K phonons, 300 K carriers: occupation = {hot_occupation:.4e}")
print(f"same case: ratio / equilibrium ratio = {balance_factor:.4e}")
print(f"propagation test: S = {S_test:.1f}, kT = {kT_test:.1f} omega")
print(f"propagation test: Gamma = {gamma_test:.4f} omega")
print(f"propagated emission rate = {propagated:.5e} omega")
print(f"golden-rule emission rate = {golden:.5e} omega")
print(f"largest error of correlation function = {trace_error:.1e}")
print(f"largest relative error of weights = {weight_error:.1e}")
print("success")
```

It prints:

```
phonon energy omega = 0.0020 hartree = 0.05442 eV
Huang-Rhys factor S = 10.0 (dimensionless)
relaxation energy S*omega = 0.0200 hartree
temperature = 300 K, kT = 9.500435e-04 hartree
omega/kT = 2.10517 (dimensionless)
Bose occupation n = 0.138726 (dimensionless)
Bessel argument z = 7.94910 (dimensionless)
band bottom above E_t = 0.0330 hartree
band top above E_t = 0.0810 hartree
band coupling Gamma = 1.00e-06 hartree
chemical potential above E_t = 0.0020 hartree
open channels: p = 17 to 40 phonons
sum of weights = 1.0000000000 (dimensionless)
mean phonon number = 10.000000, variance = 12.774513
weight L_17 at 300 K = 1.709911e-02
weight L_18 at 300 K = 1.035737e-02
weight L_19 at 300 K = 5.968091e-03
weight L_-17 at 300 K = 4.903587e-18 (dimensionless)
ratio L_-17/L_17 = 2.867743e-16 (dimensionless)
Poisson weight at T=0, p=17: 1.276400e-02 (dimensionless)
Gaussian weight at 300 K, p=17: 9.818993e-03 (dimensionless)
capture rate = 4.34446e-23 a.u. = 1.79606e-06 1/s
emission rate = 5.29265e-24 a.u. = 2.18806e-07 1/s
emission time = 4.5703e+06 s
share of p=17 in emission = 0.92649 (dimensionless)
capture/emission from overlaps = 8.2084723
exp(-(E_t-mu)/kT) = 8.2084723 (dimensionless)
steady occupation = 0.891404 (dimensionless)
Fermi function at vertical level = 5.9107e-09
emission rate at 400 K = 2.14393e-03 1/s
apparent activation energy = 0.034923 hartree
apparent activation energy = 0.95032 eV
threshold phonon energy 17*omega = 0.034000 hartree
classical capture barrier = 0.002450 hartree
400 K phonons, 300 K carriers: occupation = 1.0050e-03
same case: ratio / equilibrium ratio = 1.2256e-04
propagation test: S = 1.0, kT = 0.5 omega
propagation test: Gamma = 0.0040 omega
propagated emission rate = 2.12636e-03 omega
golden-rule emission rate = 2.12452e-03 omega
largest error of correlation function = 2.8e-15
largest relative error of weights = 1.1e-14
success
```
